# The Kohlrausch Relation for a Joule-Heated Conductor of Arbitrary Shape: a numerical check

```python
"""
Kohlrausch relation for a Joule-heated conductor with kappa = L*sigma*T:
    T_max^2 - T_0^2 = V^2 / (4 L)
T_0: temperature of both contacts, V: voltage between them, L: Lorenz number,
sigma, kappa: electrical and thermal conductivity, phi: voltage measured from
the midpoint of the contact voltages. Units: e = k_B = 1, so that temperature
and voltage are energies and L = pi^2/3 for an energy-independent conductivity.
The solvers use t = T/T_0 and u = phi/T_0 and treat the original charge and
heat balance; the relation itself is not used in them.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_bvp
from scipy.sparse import coo_matrix, identity
from scipy.sparse.linalg import spsolve

LORENZ = np.pi**2 / 3
T0_EV = 0.025
VOLTAGES_EV = (0.02, 0.05, 0.10)
KELVIN_PER_EV = constants.e / constants.k


def sigma_of(t):
    """Conductivity with a constant and a temperature-linear resistivity."""
    return 1.0 / (0.3 + 0.7 * t)


def law_rise(v):
    """Predicted (T_max/T_0)^2 - 1 for v = V/T_0."""
    return v**2 / (4 * LORENZ)


# ---- Lorenz number from the moments of the Fermi window -------------------
def window(x):
    return 0.25 / np.cosh(x / 2)**2


moments = [quad(lambda x, k=k: x**k * window(x), -60, 60, points=[0],
                limit=200)[0] for k in range(3)]
assert abs(moments[0] - 1) < 1e-8
assert abs(moments[1]) < 1e-8
assert abs(moments[2] - LORENZ) < 1e-7
print(f"Fermi-window moments 0, 1, 2: {moments[0]:.6f}, "
      f"{abs(moments[1]):.6f}, {moments[2]:.6f} (dimensionless)")
print(f"Lorenz number pi^2/3: {LORENZ:.6f} (units of k_B^2/e^2)")
print(f"contact temperature k_B T_0: {T0_EV:.4f} eV "
      f"= {T0_EV * KELVIN_PER_EV:.1f} K")


# ---- tapered wire: boundary-value problem, current is an unknown ----------
def area(x):
    return 1 - 0.7 * x


def solve_wire(v):
    """Unknowns: u, t, and w = area*kappa*dt/dx; parameter: current."""
    def equations(x, y, p):
        t = y[1]
        conductance = area(x) * sigma_of(t)
        return np.vstack([-p[0] / conductance,
                          y[2] / (LORENZ * t * conductance),
                          -p[0]**2 / conductance])

    def ends(left, right, p):
        return np.array([left[0] - v / 2, right[0] + v / 2,
                         left[1] - 1, right[1] - 1])

    x = np.linspace(0, 1, 101)
    guess = np.vstack([v * (0.5 - x), 1 + 0.1 * v**2 * x * (1 - x),
                       0.3 * v**2 * (1 - 2 * x)])
    result = solve_bvp(equations, ends, x, guess, p=[0.6 * v],
                       tol=1e-8, max_nodes=20000)
    assert result.success, result.message
    return result


print("tapered wire, end area / start area: "
      f"{area(1.0) / area(0.0):.2f}")
for voltage in VOLTAGES_EV:
    v = voltage / T0_EV
    wire = solve_wire(v)
    x = np.linspace(0, 1, 20001)
    u, t, w = wire.sol(x)
    current = wire.p[0]
    hottest = np.argmax(t)
    t_law = np.sqrt(1 + law_rise(v))
    assert abs(t[hottest] - t_law) < 1e-6
    local_law = 1 + (v**2 / 4 - u**2) / LORENZ
    assert np.max(np.abs(t**2 - local_law)) < 1e-5
    assert abs(u[hottest]) < 5e-3 * v
    assert x[hottest] > 0.55
    share_start = w[0] / (current * v)
    share_end = -w[-1] / (current * v)
    assert abs(share_start - 0.5) < 1e-5 and abs(share_end - 0.5) < 1e-5
    print(f"wire, eV = {voltage:.2f} eV:")
    print(f"  k_B T_max from the solved equations: "
          f"{t[hottest] * T0_EV:.6f} eV")
    print(f"  k_B T_max from the relation: {t_law * T0_EV:.6f} eV "
          f"= {t_law * T0_EV * KELVIN_PER_EV:.1f} K")
    print(f"  hottest point: {x[hottest]:.3f} of the wire length")
    print(f"  share of Joule heat to start, end contact: "
          f"{share_start:.5f}, {share_end:.5f}")


# ---- plates of different shape: finite volumes on a square grid -----------
EPS = 1e-9


def notched(x, y):
    inside = ~((x > 0.4) & (x < 0.55) & (y > 0.35))
    return inside, (x < EPS) & (y > 0.5 - EPS), (x > 1 - EPS) & (y < 0.3 + EPS)


def pierced(x, y):
    inside = (x - 0.6)**2 + (y - 0.45)**2 > 0.25**2
    return inside, (y < EPS) & (x < 0.3 + EPS), (x > 1 - EPS) & (y > 0.7 - EPS)


def l_shaped(x, y):
    inside = ~((x > 0.4 + EPS) & (y > 0.4 + EPS))
    return inside, inside & (y > 1 - EPS), inside & (x > 1 - EPS)


def harmonic(p, q):
    return 2 * p * q / (p + q)


def solve_plate(shape, n, v, lattice=0.0, leak=0.0):
    """Return u and t at the nodes; lattice and leak spoil the assumptions."""
    x, y = np.meshgrid(np.linspace(0, 1, n), np.linspace(0, 1, n),
                       indexing="ij")
    inside, plus, minus = shape(x, y)
    count = int(inside.sum())
    number = -np.ones((n, n), dtype=int)
    number[inside] = np.arange(count)
    across = inside[:-1] & inside[1:]
    along = inside[:, :-1] & inside[:, 1:]
    a = np.concatenate([number[:-1][across], number[:, :-1][along]])
    b = np.concatenate([number[1:][across], number[:, 1:][along]])
    place = (1 + 2 * x + y**2)[inside]
    plus, minus = plus[inside], minus[inside]
    free = np.flatnonzero(~(plus | minus))
    fixed = np.flatnonzero(plus | minus)
    cell = 1 / (n - 1)**2

    def balance(link, values, source, loss):
        rows = np.concatenate([a, b, a, b])
        cols = np.concatenate([b, a, a, b])
        data = np.concatenate([-link, -link, link, link])
        matrix = coo_matrix((data, (rows, cols)), shape=(count, count)).tocsr()
        free_rows = matrix[free]
        right = source[free] - free_rows[:, fixed] @ values[fixed] + loss * cell
        left = free_rows[:, free] + loss * cell * identity(len(free))
        solved = values.copy()
        solved[free] = spsolve(left.tocsc(), right)
        return solved

    u = np.where(plus, v / 2, np.where(minus, -v / 2, 0.0))
    t = np.ones(count)
    for _ in range(100):
        sigma = place * sigma_of(t)
        kappa = LORENZ * (sigma * t + lattice * place)
        link = harmonic(sigma[a], sigma[b])
        u = balance(link, u, np.zeros(count), 0.0)
        half_heat = 0.5 * link * (u[a] - u[b])**2
        source = (np.bincount(a, half_heat, count)
                  + np.bincount(b, half_heat, count))
        t_new = balance(harmonic(kappa[a], kappa[b]), t, source, leak)
        change = np.max(np.abs(t_new - t))
        t = t_new
        if change < 1e-9:
            return u, t
    raise AssertionError("plate iteration did not converge")


v = VOLTAGES_EV[-1] / T0_EV
print(f"plates, eV = {VOLTAGES_EV[-1]:.2f} eV, grids of 31 and 61 "
      "points per side:")
for name, shape in (("notched", notched), ("pierced", pierced),
                    ("L-shaped", l_shaped)):
    deviations = []
    for n in (31, 61):
        u, t = solve_plate(shape, n, v)
        mismatch = t**2 - 1 - (v**2 / 4 - u**2) / LORENZ
        deviations.append(np.max(np.abs(mismatch)) / law_rise(v))
    # discretization error and the finite spacing of nodes near phi = 0
    assert deviations[1] < 5e-3 and deviations[1] < deviations[0]
    assert abs((t.max()**2 - 1) / law_rise(v) - 1) < 5e-3
    assert abs(u[np.argmax(t)]) < 0.05 * v
    print(f"  {name}: k_B T_max = {t.max() * T0_EV:.5f} eV; largest local "
          f"misfit {deviations[0]:.1e}, {deviations[1]:.1e} of V^2/(4L)")

# ---- controls: the relation must fail when an assumption is dropped -------
for name, options in (("with lattice heat conduction", {"lattice": 0.3}),
                      ("with heat loss through the faces", {"leak": 20.0})):
    u, t = solve_plate(l_shaped, 31, v, **options)
    ratio = (t.max()**2 - 1) / law_rise(v)
    assert ratio < 0.97
    print(f"L-shaped plate {name}: k_B T_max = {t.max() * T0_EV:.5f} eV, "
          f"(T_max^2-T_0^2)/(V^2/4L) = {ratio:.3f}")

# ---- numbers for the worked example --------------------------------------
voltage = VOLTAGES_EV[-1]
print(f"V^2/(4L) at eV = {voltage:.2f} eV: "
      f"{voltage**2 / (4 * LORENZ):.4e} eV^2")
print(f"(k_B T_0)^2: {T0_EV**2:.4e} eV^2")
quarter = np.sqrt(T0_EV**2 + (voltage**2 / 4 - voltage**2 / 16) / LORENZ)
print(f"k_B T where phi = V/4: {quarter:.5f} eV")
cold = voltage / (2 * np.sqrt(LORENZ))
print(f"k_B T_max for T_0 -> 0: {cold:.5f} eV = {cold * KELVIN_PER_EV:.1f} K")
print(f"k_B T_max/(eV) for T_0 -> 0: {1 / (2 * np.sqrt(LORENZ)):.5f}")
print("no test failed")
```

Running it gives:

```
Fermi-window moments 0, 1, 2: 1.000000, 0.000000, 3.289868 (dimensionless)
Lorenz number pi^2/3: 3.289868 (units of k_B^2/e^2)
contact temperature k_B T_0: 0.0250 eV = 290.1 K
tapered wire, end area / start area: 0.30
wire, eV = 0.02 eV:
  k_B T_max from the solved equations: 0.025601 eV
  k_B T_max from the relation: 0.025601 eV = 297.1 K
  hottest point: 0.646 of the wire length
  share of Joule heat to start, end contact: 0.50000, 0.50000
wire, eV = 0.05 eV:
  k_B T_max from the solved equations: 0.028548 eV
  k_B T_max from the relation: 0.028548 eV = 331.3 K
  hottest point: 0.646 of the wire length
  share of Joule heat to start, end contact: 0.50000, 0.50000
wire, eV = 0.10 eV:
  k_B T_max from the solved equations: 0.037214 eV
  k_B T_max from the relation: 0.037214 eV = 431.9 K
  hottest point: 0.646 of the wire length
  share of Joule heat to start, end contact: 0.50000, 0.50000
plates, eV = 0.10 eV, grids of 31 and 61 points per side:
  notched: k_B T_max = 0.03721 eV; largest local misfit 3.2e-04, 1.1e-04 of V^2/(4L)
  pierced: k_B T_max = 0.03722 eV; largest local misfit 7.8e-04, 2.8e-04 of V^2/(4L)
  L-shaped: k_B T_max = 0.03721 eV; largest local misfit 1.1e-04, 2.7e-05 of V^2/(4L)
L-shaped plate with lattice heat conduction: k_B T_max = 0.03487 eV, (T_max^2-T_0^2)/(V^2/4L) = 0.778
L-shaped plate with heat loss through the faces: k_B T_max = 0.03337 eV, (T_max^2-T_0^2)/(V^2/4L) = 0.643
V^2/(4L) at eV = 0.10 eV: 7.5991e-04 eV^2
(k_B T_0)^2: 6.2500e-04 eV^2
k_B T where phi = V/4: 0.03457 eV
k_B T_max for T_0 -> 0: 0.02757 eV = 319.9 K
k_B T_max/(eV) for T_0 -> 0: 0.27566
no test failed
```
